# Why Band Offsets Differ from Differences of Electron Affinities: test program

```python
"""Test of the electron-affinity rule for a band offset.

Result under test (Hartree atomic units):
    Ec(B) - Ec(A) = chi_A - chi_B + Delta,
    Delta = 4 pi * integral of z * delta_n(z) dz.
chi     : vacuum level outside a surface minus the conduction edge
delta_n : electron density of the joined slab minus those of separate slabs,
          with all ions at the same positions
Model: stacked planes, two electrons per plane and in-plane cell, no in-plane
dispersion, Hartree mean field. Each ion is a Gaussian sheet of charge plus a
short-range attractive well. A is on the left and B on the right.
"""
import numpy as np
from scipy.linalg import eigh_tridiagonal
from scipy.constants import physical_constants

EV = physical_constants["Hartree energy in eV"][0]
AREA = 30.0          # in-plane cell area, bohr^2
ION_WIDTH = 0.6      # Gaussian width of all fixed charge sheets, bohr
PLANES = 10          # planes per crystal
MARGIN = 16.0        # vacuum on either side, bohr
CONTACT = 6.5        # distance between the last A and first B plane, bohr
PERIOD = {"A": 6.0, "B": 7.0}
DEPTH = {"A": 0.50, "B": 0.30}
WIDTH = {"A": 1.5, "B": 1.8}
# Polar layer: a positive sheet and, farther out, a negative one.
POLAR_CHARGE = 0.1   # elementary charges per in-plane cell
POLAR_INNER = 4.0    # distance of the positive sheet from the first plane
POLAR_OUTER = 5.0    # distance of the negative sheet from the first plane


def gaussian(x, width):
    return np.exp(-x**2 / (2 * width**2)) / (width * np.sqrt(2 * np.pi))


def self_consistent(response, v):
    """Find v = response(v) by mixing that minimises the residual."""
    inputs, residuals = [], []
    for _ in range(250):
        r = response(v) - v
        if np.max(np.abs(r)) < 1e-8:
            return v
        inputs = (inputs + [v])[-8:]
        residuals = (residuals + [r])[-8:]
        new = v + 0.3 * r
        if len(inputs) > 1:
            dv = np.diff(np.array(inputs), axis=0).T
            dr = np.diff(np.array(residuals), axis=0).T
            weights = np.linalg.lstsq(dr, r, rcond=1e-10)[0]
            new = new - (dv + 0.3 * dr) @ weights
        v = new
    raise RuntimeError("self-consistency not reached")


def bloch_matrix(v, h, phase):
    """Hamiltonian of one period; phase is wave number times period."""
    n = len(v)
    m = np.diag(v + 1 / h**2).astype(complex)
    i = np.arange(n - 1)
    m[i, i + 1] = m[i + 1, i] = -0.5 / h**2
    m[0, -1] += -0.5 / h**2 * np.exp(-1j * phase)
    m[-1, 0] += -0.5 / h**2 * np.exp(1j * phase)
    return m


def band_edges(v, h):
    """Valence and conduction edges, both at the zone boundary."""
    return np.linalg.eigvalsh(bloch_matrix(v, h, np.pi))[:2]


def bulk_edges(kind, h):
    """Edges of the periodic crystal; mean electrostatic energy is zero."""
    a = PERIOD[kind]
    n = int(round(a / h))
    x = np.arange(n) * h
    images = x[:, None] - a * np.arange(-8, 10)[None, :]
    ions = 2 / AREA * gaussian(images, ION_WIDTH).sum(axis=1)
    well = -DEPTH[kind] * np.exp(
        -images**2 / (2 * WIDTH[kind]**2)).sum(axis=1)
    k2 = (2 - 2 * np.cos(2 * np.pi * np.arange(n) / n)) / h**2
    phases = (np.arange(12) + 0.5) * np.pi / 12

    def poisson(charge):
        c = np.fft.fft(charge)
        c[0] = 0
        c[1:] *= -4 * np.pi / k2[1:]
        return np.fft.ifft(c).real

    def response(v):
        density = np.zeros(n)
        for phase in phases:
            u = np.linalg.eigh(bloch_matrix(v + well, h, phase))[1][:, 0]
            density += 2 / (AREA * h) * np.abs(u)**2 / len(phases)
        return poisson(ions - density)

    guess = 2 / AREA * gaussian(images, 1.3).sum(axis=1)
    v = self_consistent(response, poisson(ions - guess))
    return band_edges(v + well, h)


def stack(kinds, contact):
    """Positions of the planes, the first one at the vacuum margin."""
    centres = [MARGIN]
    for left, right in zip(kinds[:-1], kinds[1:]):
        gap = PERIOD[left] if left == right else contact
        centres.append(centres[-1] + gap)
    return np.array(centres)


def open_poisson(z, h, charge):
    """Electron energy 2 pi * sum of |z - z'| * charge(z') * h."""
    below, moment = np.cumsum(charge), np.cumsum(z * charge)
    return 2 * np.pi * h * (z * (2 * below - below[-1])
                            - 2 * moment + moment[-1])


class Slab:
    """Self-consistent finite stack with open electrostatic boundaries."""

    def __init__(self, kinds, centres, z, polar=False):
        self.kinds, self.centres, self.z = kinds, centres, z
        self.h = h = z[1] - z[0]
        count = len(kinds)
        ions, guess = np.zeros_like(z), np.zeros_like(z)
        self.well = np.zeros_like(z)
        for kind, c in zip(kinds, centres):
            ions += 2 / AREA * gaussian(z - c, ION_WIDTH)
            guess += 2 / AREA * gaussian(z - c, 1.3)
            self.well -= DEPTH[kind] * np.exp(
                -(z - c)**2 / (2 * WIDTH[kind]**2))
        if polar:
            ions += POLAR_CHARGE / AREA * (
                gaussian(z - centres[0] + POLAR_INNER, ION_WIDTH)
                - gaussian(z - centres[0] + POLAR_OUTER, ION_WIDTH))
        hop = np.full(len(z) - 1, -0.5 / h**2)

        def electrons(v):
            e, psi = eigh_tridiagonal(v + self.well + 1 / h**2, hop,
                                      select="i", select_range=(0, count))
            self.gap = e[count] - e[count - 1]
            return 2 / (AREA * h) * np.sum(psi[:, :count]**2, axis=1)

        def response(v):
            return open_poisson(z, h, ions - electrons(v))

        self.v = self_consistent(response, open_poisson(z, h, ions - guess))
        self.density = electrons(self.v)
        assert self.gap > 0.02, "occupied and empty levels must not cross"

    def window(self, kind):
        """Grid points of one period in the middle of a crystal."""
        own = [c for k, c in zip(self.kinds, self.centres) if k == kind]
        first = int(round(own[PLANES // 2 - 1] / self.h))
        last = int(round(own[PLANES // 2] / self.h))
        return slice(first, last)

    def edges(self, kind):
        return band_edges((self.v + self.well)[self.window(kind)], self.h)

    def mean(self, kind):
        return self.v[self.window(kind)].mean()


H = 0.125    # grid spacing, bohr
TOL = 1e-4   # Ha; covers the finite thickness of the crystals


def make_slab(kinds, contact=CONTACT, h=H, polar=False):
    centres = stack(kinds, contact)
    points = int(round((centres[-1] + MARGIN) / h)) + 1
    return Slab(kinds, centres, np.arange(points) * h, polar)


pair = "A" * PLANES + "B" * PLANES

# Joined slab, and separate slabs on the same grid with the same ions.
joined = make_slab(pair)
z = joined.z
only_a = Slab(pair[:PLANES], joined.centres[:PLANES], z)
only_b = Slab(pair[PLANES:], joined.centres[PLANES:], z)

ev_a, ec_a = only_a.edges("A")
ev_b, ec_b = only_b.edges("B")
chi_a, chi_b = only_a.v[-1] - ec_a, only_b.v[0] - ec_b
ion_a, ion_b = only_a.v[-1] - ev_a, only_b.v[0] - ev_b
rule = chi_a - chi_b
joined_a, joined_b = joined.edges("A"), joined.edges("B")
offset_v, offset_c = joined_b - joined_a

# Error of the rule from band edges, against the rearrangement dipole.
delta_edges = offset_c - rule
delta_n = joined.density - only_a.density - only_b.density
delta_dipole = 4 * np.pi * H * np.sum(z * delta_n)
vacuum_step = joined.v[-1] - joined.v[0]
assert abs(delta_edges - delta_dipole) < TOL
assert abs(delta_edges - vacuum_step) < TOL
assert abs(offset_v - (ion_a - ion_b) - delta_dipole) < TOL
assert abs(delta_edges) > 10 * TOL, "the rule must fail visibly here"

# Bulk edge plus surface or interface line-up, against direct edges.
bulk_a, bulk_b = bulk_edges("A", H), bulk_edges("B", H)
step_a = only_a.v[-1] - only_a.mean("A")
step_b = only_b.v[0] - only_b.mean("B")
lineup = joined.mean("B") - joined.mean("A")
assert abs(step_a - bulk_a[1] - chi_a) < TOL
assert abs(step_b - bulk_b[1] - chi_b) < TOL
assert abs(bulk_b[1] - bulk_a[1] + lineup - offset_c) < TOL

# Charge clouds superposed without rearrangement obey the rule.
frozen = only_a.v + only_b.v + only_a.well + only_b.well
frozen_offset = (band_edges(frozen[joined.window("B")], H)[1]
                 - band_edges(frozen[joined.window("A")], H)[1])
assert abs(frozen_offset - rule) < TOL

# Same crystals and affinities, other contact distances.
scan = []
for distance in (5.5, 6.5, 8.5, 10.5, 16.5):
    s = joined if distance == CONTACT else make_slab(pair, distance)
    offset = s.edges("B")[1] - s.edges("A")[1]
    scan.append((distance, offset, offset - rule))
assert abs(scan[-1][2]) < TOL, "the rule must return across a vacuum gap"
assert abs(scan[1][1] - scan[2][1]) > 10 * TOL

# Polar layer on the remote face of A: new affinity, same buried offset.
polar_a = make_slab("A" * PLANES, polar=True)
polar_ec = polar_a.edges("A")[1]
chi_polar = polar_a.v[0] - polar_ec
chi_bare_side = polar_a.v[-1] - polar_ec
polar_pair = make_slab(pair, polar=True)
polar_offset = polar_pair.edges("B")[1] - polar_pair.edges("A")[1]
fixed_step = 4 * np.pi * POLAR_CHARGE * (POLAR_OUTER - POLAR_INNER) / AREA
assert abs(chi_bare_side - chi_a) < TOL
assert abs(chi_polar - chi_a) > 10 * TOL
assert abs(polar_offset - offset_c) < TOL

# Discretization error of the rearrangement step.
fine = make_slab(pair, h=H / 2)
delta_fine = fine.v[-1] - fine.v[0]
assert abs(delta_fine - vacuum_step) < 0.05 * abs(vacuum_step)

middle = 0.5 * (joined.centres[PLANES - 1] + joined.centres[PLANES])
side = np.where(z > middle, 1.0, np.where(z == middle, 0.5, 0.0))
transfer = AREA * H * np.sum(side * delta_n)

print(f"in-plane cell area: {AREA:.1f} bohr^2")
print(f"ion sheet width: {ION_WIDTH:.1f} bohr; planes per crystal: {PLANES}")
for kind in "AB":
    print(f"{kind}: period {PERIOD[kind]:.1f} bohr, well depth "
          f"{DEPTH[kind]:.2f} Ha, well width {WIDTH[kind]:.1f} bohr")
print(f"contact distance A-B: {CONTACT:.1f} bohr; grid: {H:.4f} bohr")
for name, b, step, chi, ion in (("A", bulk_a, step_a, chi_a, ion_a),
                                ("B", bulk_b, step_b, chi_b, ion_b)):
    print(f"{name}: bulk valence edge above mean potential: {b[0]:.5f} Ha")
    print(f"{name}: bulk conduction edge above mean: {b[1]:.5f} Ha")
    print(f"{name}: band gap: {b[1] - b[0]:.5f} Ha")
    print(f"{name}: surface step D: {step:.5f} Ha")
    print(f"{name}: electron affinity: {chi:.5f} Ha")
    print(f"{name}: ionization energy: {ion:.5f} Ha")
print(f"surface-step difference D_A - D_B: {step_a - step_b:.5f} Ha")
print(f"interface line-up mean_B - mean_A: {lineup:.5f} Ha")
print(f"affinity rule, conduction offset: {rule:.5f} Ha = {rule*EV:.3f} eV")
print(f"frozen superposition, offset: {frozen_offset:.5f} Ha")
print(f"true conduction offset: {offset_c:.5f} Ha = {offset_c*EV:.3f} eV")
print(f"rule for valence offset I_A - I_B: {ion_a - ion_b:.5f} Ha")
print(f"true valence offset: {offset_v:.5f} Ha")
print(f"Delta from band edges: {delta_edges:.5f} Ha = "
      f"{delta_edges*EV:.3f} eV")
print(f"Delta from dipole of delta_n: {delta_dipole:.5f} Ha")
print(f"vacuum level right minus left: {vacuum_step:.5f} Ha")
print(f"electrons gained on B side: {transfer:.5f} per in-plane cell")
for distance, offset, delta in scan:
    print(f"contact {distance:.1f} bohr: offset {offset:.5f} Ha, "
          f"Delta {delta:.5f} Ha")
print(f"polar layer: charge {POLAR_CHARGE:.2f} e per cell, sheets "
      f"{POLAR_INNER:.1f} and {POLAR_OUTER:.1f} bohr outside A")
print(f"step of the fixed polar charges alone: {fixed_step:.5f} Ha")
print(f"affinity of A through polar-covered face: {chi_polar:.5f} Ha")
print(f"affinity of A through bare face, same slab: {chi_bare_side:.5f} Ha")
print(f"rule with polar-covered affinity: {chi_polar - chi_b:.5f} Ha")
print(f"true offset with polar layer on remote face: {polar_offset:.5f} Ha")
print(f"Delta with half the grid spacing: {delta_fine:.5f} Ha")
print("all good")
```

Printed output:

```
in-plane cell area: 30.0 bohr^2
ion sheet width: 0.6 bohr; planes per crystal: 10
A: period 6.0 bohr, well depth 0.50 Ha, well width 1.5 bohr
B: period 7.0 bohr, well depth 0.30 Ha, well width 1.8 bohr
contact distance A-B: 6.5 bohr; grid: 0.1250 bohr
A: bulk valence edge above mean potential: -0.32600 Ha
A: bulk conduction edge above mean: -0.05870 Ha
A: band gap: 0.26730 Ha
A: surface step D: 0.06011 Ha
A: electron affinity: 0.11881 Ha
A: ionization energy: 0.38611 Ha
B: bulk valence edge above mean potential: -0.21250 Ha
B: bulk conduction edge above mean: 0.00009 Ha
B: band gap: 0.21259 Ha
B: surface step D: 0.07507 Ha
B: electron affinity: 0.07497 Ha
B: ionization energy: 0.28756 Ha
surface-step difference D_A - D_B: -0.01495 Ha
interface line-up mean_B - mean_A: -0.02337 Ha
affinity rule, conduction offset: 0.04384 Ha = 1.193 eV
frozen superposition, offset: 0.04384 Ha
true conduction offset: 0.03542 Ha = 0.964 eV
rule for valence offset I_A - I_B: 0.09855 Ha
true valence offset: 0.09013 Ha
Delta from band edges: -0.00842 Ha = -0.229 eV
Delta from dipole of delta_n: -0.00842 Ha
vacuum level right minus left: -0.00842 Ha
electrons gained on B side: -0.00522 per in-plane cell
contact 5.5 bohr: offset 0.02542 Ha, Delta -0.01842 Ha
contact 6.5 bohr: offset 0.03542 Ha, Delta -0.00842 Ha
contact 8.5 bohr: offset 0.04265 Ha, Delta -0.00119 Ha
contact 10.5 bohr: offset 0.04371 Ha, Delta -0.00013 Ha
contact 16.5 bohr: offset 0.04384 Ha, Delta -0.00000 Ha
polar layer: charge 0.10 e per cell, sheets 4.0 and 5.0 bohr outside A
step of the fixed polar charges alone: 0.04189 Ha
affinity of A through polar-covered face: 0.16008 Ha
affinity of A through bare face, same slab: 0.11881 Ha
rule with polar-covered affinity: 0.08511 Ha
true offset with polar layer on remote face: 0.03542 Ha
Delta with half the grid spacing: -0.00842 Ha
all good
```
